\section*{A Zero-Current Voltage Probe on a Uniform Chain}

\section*{The system}

A voltage probe is a terminal that exchanges electrons with a conductor but draws no net current. Numerical transport calculations use it to represent a voltmeter contact or, more loosely, phase-breaking scattering. This question treats one probe on one site of an infinite chain, and then applies the result to graphene.

The chain has sites $n=\dots,-1,0,1,\dots$, site energy zero and nearest-neighbour matrix element $-t$ with $t>0$. A stationary state obeys
\begin{equation}
E\psi_n=-t(\psi_{n-1}+\psi_{n+1}),\qquad E=-2t\cos k ,
\end{equation}
for $\psi_n=e^{ikn}$. In sites per unit time the velocity is $(1/\hbar)\,dE/dk=(2t/\hbar)\sin k$, so waves with $0<k<\pi$ move to the right. The band centre is $E=0$, where right movers have $k=\pi/2$ and $e^{ik}=i$. The left and right ends of the chain lead to reservoirs L and R; the probe reservoir is P. Electrons do not interact, and each spin is treated alike. $T_{ab}$ is the probability, per spin, that an electron sent in from terminal $b$ leaves through terminal $a$.

\section*{Part (a): the probe as a self-energy}

\textit{The probe is a half-infinite chain, sites $m=1,2,\dots$, with hopping element $-t_P$. Its first site is joined to site 0 by the element $-c$. No wave comes in from the probe. Eliminate the probe at $E=0$ and find the term it adds to the equation of site 0.}

\textbf{Answer.} Let the probe amplitudes be $\phi_m=s\,e^{iqm}$, an outgoing wave. At $E=0$, $q=\pi/2$. The first probe site obeys
\begin{equation}
E\phi_1=-c\,\psi_0-t_P\phi_2 .
\end{equation}
The wave $s\,e^{iqm}$, continued to $m=0$, also satisfies $E\phi_1=-t_P(s+\phi_2)$. Subtracting the two equations gives $t_P s=c\,\psi_0$. The probe therefore contributes to the equation of site 0 the term
\begin{equation}
-c\,\phi_1=-c\,s\,e^{i\pi/2}=-i\frac{c^2}{t_P}\psi_0\equiv-\frac{iG}{2}\psi_0,
\qquad G=\frac{2c^2}{t_P}.
\end{equation}
At the band centre this term has no real part, so the probe does not shift the level of site 0. Its meaning follows from the time-dependent equation. The term alone gives $i\hbar\,\dot\psi_0=-(iG/2)\psi_0$, hence $d|\psi_0|^2/dt=-(G/\hbar)|\psi_0|^2$. For a stationary state at $E=0$ the flux into the probe is therefore $G|\psi_0|^2/\hbar$, and in this sense the broadening $G$ is $\hbar$ times the escape rate. An electron placed on site 0 also contains other energies, where the term differs, so its decay rate equals $G/\hbar$ only for $c\ll t_P$; for a site coupled to the probe alone it is 15 to 20\% larger at $c=t_P/2$.

\section*{Part (b): the transmission probabilities}

\textit{Find at $E=0$ the probabilities for an electron sent in from the left to be transmitted, reflected or absorbed by the probe. Find also the probability that an electron sent in from the probe leaves to the right.}

\textbf{Answer.} For a wave from the left,
\begin{equation}
\psi_n=e^{ikn}+r\,e^{-ikn}\ (n\le0),\qquad \psi_n=\tau\,e^{ikn}\ (n\ge0).
\end{equation}
Both forms hold at $n=0$, so $1+r=\tau$. With $e^{ik}=i$ the neighbours of site 0 are $\psi_{-1}=-i+ir=i(\tau-2)$ and $\psi_1=i\tau$. The equation of site 0 is
\begin{equation}
0=-t\,(\psi_{-1}+\psi_1)-\frac{iG}{2}\tau=-2it(\tau-1)-\frac{iG}{2}\tau .
\end{equation}
Dividing by $i$ gives $2t(1-\tau)=G\tau/2$, and so
\begin{equation}
\tau=\frac{4t}{4t+G},\qquad r=\tau-1=-\frac{G}{4t+G}.
\end{equation}
The transmitted wave has the same speed as the incident one, so the transmission is $|\tau|^2$. The absorption is the escape rate $G|\tau|^2/\hbar$ divided by the incident flux $2t/\hbar$. Thus
\begin{align}
T_{RL}&=\frac{16t^2}{(4t+G)^2},\\
T_{PL}&=\frac{G\tau^2}{2t}=\frac{8tG}{(4t+G)^2},\\
|r|^2&=\frac{G^2}{(4t+G)^2}.
\end{align}
The numerators add to $16t^2+8tG+G^2=(4t+G)^2$, so the three probabilities add to one.

For a wave from the probe, $\phi_m=e^{-iqm}+s\,e^{iqm}$, and the waves in the main chain are outgoing: $\psi_{\pm1}=i\psi_0$. The argument of part (a) now gives $t_P(1+s)=c\,\psi_0$. Hence
\begin{equation}
\phi_1=-i+is=-2i+\frac{ic}{t_P}\psi_0 .
\end{equation}
The equation of site 0 becomes
\begin{equation}
0=-2it\psi_0-c\,\phi_1=-2it\psi_0+2ic-\frac{iG}{2}\psi_0,
\qquad \psi_0=\frac{2c}{2t+G/2}.
\end{equation}
The flux to the right is $2t|\psi_0|^2/\hbar$ and the incident flux is $2t_P/\hbar$. With $c^2/t_P=G/2$,
\begin{equation}
T_{RP}=\frac{t}{t_P}\,\frac{4c^2}{(2t+G/2)^2}=\frac{2tG}{(2t+G/2)^2}=\frac{8tG}{(4t+G)^2}.
\end{equation}
This equals $T_{PL}$. The junction is symmetric under reflection about site 0, so $T_{LP}=T_{RP}$, $T_{PR}=T_{PL}$ and $T_{LR}=T_{RL}$.

\section*{Part (c): the floating probe}

\textit{The chemical potentials of L and R differ slightly, the temperature is low and the Fermi energy is at the band centre. The potential of P adjusts itself until its net current vanishes. Find the transmission that a two-terminal conductor would need to carry the same current from L to R.}

\textbf{Answer.} Each terminal sends in $2\,dE/h$ electrons per unit time in the energy interval $dE$, counting both spins, as far as its states are filled. The transmissions are symmetric in their indices, so contributions from energies at which two terminals are equally filled cancel. For small differences in potential the transmissions may be taken at the Fermi energy. The current leaving terminal $a$, counted as electron number times the positive charge $e$, is then
\begin{equation}
I_a=\frac{2e}{h}\sum_b T_{ab}(\mu_a-\mu_b).
\end{equation}
The condition $I_P=0$ reads
\begin{equation}
T_{PL}(\mu_P-\mu_L)+T_{PR}(\mu_P-\mu_R)=0 .
\end{equation}
The two coefficients are equal, so $\mu_P=(\mu_L+\mu_R)/2$ for $G>0$. Then $\mu_L-\mu_P=(\mu_L-\mu_R)/2$, and
\begin{equation}
I_L=\frac{2e}{h}\Big(T_{LR}+\frac{T_{LP}}{2}\Big)(\mu_L-\mu_R)
\equiv\frac{2e}{h}\,T_{\rm eff}\,(\mu_L-\mu_R).
\end{equation}
Inserting the results of part (b),
\begin{equation}
T_{\rm eff}=\frac{16t^2+4tG}{(4t+G)^2}=\frac{4t(4t+G)}{(4t+G)^2}=\frac{4t}{4t+G}.
\end{equation}
The first term is the current of electrons that never enter the probe. The second is carried by electrons that enter it and are replaced by others, half of which leave on each side. The sum equals the amplitude $\tau$, whereas the direct part is $\tau^2$.

\section*{Part (d): limits and added resistance}

\textit{Discuss weak and strong coupling. Express the effect of the probe as a resistance, and find the coupling at which absorption is greatest.}

\textbf{Answer.} The resistance between the reservoirs is
\begin{equation}
R=\frac{h}{2e^2}\frac{1}{T_{\rm eff}}=\frac{h}{2e^2}\Big(1+\frac{G}{4t}\Big).
\end{equation}
The first term is present without the probe. The second is the resistance that the probe adds; it is linear in $G$ at any coupling strength within this model.

For $G\ll4t$ the direct transmission is $1-G/2t$ to first order, while $T_{\rm eff}$ is $1-G/4t$. Re-emission restores half of the loss. For $G\gg4t$ the direct part falls as $16t^2/G^2$ and $T_{\rm eff}$ as $4t/G$, so nearly all the remaining current passes through the probe. Reflection tends to one in this limit: a site that empties very fast is badly matched to the chain.

Since $r=\tau-1$, the absorption is $1-\tau^2-(1-\tau)^2=2\tau(1-\tau)$. It is greatest at $\tau=1/2$, that is at $G=4t$, where it equals $1/2$. There $T_{LR}=1/4$ and $T_{\rm eff}=1/2$. At ten times that coupling, $G=40t$, the formulas give $T_{LR}=0.008$, $T_{LP}=0.165$ and $T_{\rm eff}=0.091$.

\section*{Part (e): other energies, a level shift, alternating hopping}

\textit{Let the hopping strengths alternate: $t$ between sites 0 and 1, $t_2>0$ between sites $-1$ and 0, and so on. Let the probe add $U-iG/2$ to site 0, with $U$ and $G$ independent of energy. Find $T_{\rm eff}$ at any energy $E\neq0$ inside a band.}

\textbf{Answer.} Let $\varphi_n$ be the right-moving wave of the chain without probe, with $\varphi_0=1$. The Hamiltonian is real, so $\varphi_n^*$ is the left-moving wave. Define
\begin{equation}
w=-2t_2\,{\rm Im}\,\varphi_{-1}.
\end{equation}
The hopping term in $i\hbar\dot\psi_0=-t_2\psi_{-1}+\dots$ feeds $|\psi_0|^2$ at the rate $-(2t_2/\hbar)\,{\rm Im}(\psi_0^*\psi_{-1})$. Hence $w/\hbar$ is the flux of the wave $\varphi$.

With the probe, $\psi_n=\varphi_n+r\varphi_n^*$ on the left, $\psi_n=\tau\varphi_n$ on the right, and again $r=\tau-1$. Site 0 obeys
\begin{equation}
E\tau=-t\tau\varphi_1-t_2\big[\varphi_{-1}+(\tau-1)\varphi_{-1}^*\big]+\Big(U-\frac{iG}{2}\Big)\tau .
\end{equation}
The free wave obeys $E=-t\varphi_1-t_2\varphi_{-1}$. Subtracting $\tau$ times this equation leaves
\begin{equation}
0=-t_2(1-\tau)\,2i\,{\rm Im}\,\varphi_{-1}+\Big(U-\frac{iG}{2}\Big)\tau
=iw(1-\tau)+\Big(U-\frac{iG}{2}\Big)\tau ,
\end{equation}
so that
\begin{equation}
\tau=\frac{w}{w+G/2+iU}.
\end{equation}
The absorption is $G|\tau|^2/w$. It is the same for a wave from the right, because that wave has the same flux and the same weight on site 0. Emission equals absorption by time reversal. Complex conjugation turns outgoing waves into incoming ones, so the scattering matrix obeys $SS^*=1$; with $SS^\dagger=1$ this makes $S$ symmetric. The probe again floats midway, and
\begin{equation}
T_{\rm eff}=|\tau|^2\Big(1+\frac{G}{2w}\Big)=\frac{w\,(w+G/2)}{(w+G/2)^2+U^2}.
\label{general}
\end{equation}

It remains to find $w$. Let $\kappa$ be the phase per two-site cell, so $\varphi_{-2}=e^{-i\kappa}$ and $\varphi_1=e^{i\kappa}\varphi_{-1}$. Sites $-1$ and 0 give
\begin{equation}
E\varphi_{-1}=-t_2-t\,e^{-i\kappa},\qquad E=-(t\,e^{i\kappa}+t_2)\varphi_{-1}.
\end{equation}
Their product is $E^2=t^2+t_2^2+2tt_2\cos\kappa$. The first equation gives ${\rm Im}\,\varphi_{-1}=t\sin\kappa/E$, hence $w=2tt_2|\sin\kappa|/|E|$ for the right mover. Eliminating $\kappa$,
\begin{equation}
w^2E^2=4t^2t_2^2-(E^2-t^2-t_2^2)^2
=\big[(t+t_2)^2-E^2\big]\big[E^2-(t-t_2)^2\big].
\end{equation}
For $t_2=t$ this is $w=\sqrt{4t^2-E^2}$, which tends to $2t$ at the band centre; with $U=0$, part (c) is recovered. For $t_2\ne t$ there is a gap $|E|<|t-t_2|$, and $w$ vanishes at its edges, as does $T_{\rm eff}$ when $G>0$.

\section*{Part (f): a line contact on graphene}

\textit{Current flows along $x$, parallel to one of the three bond directions of a graphene sheet. Show that the sheet reduces to the chains above. Evaluate the band-centre result for $t=2.7$~eV, $G=0.30$~eV and a bias of 10~mV.}

\textbf{Answer.} The atoms form columns along $y$, with spacing $b$ within a column. Each atom has one bond along $x$ to the column on one side and two bonds to the column on the other side, to atoms displaced by $\pm b/2$ in $y$. For amplitudes proportional to $e^{ik_yy}$ the single bond gives $-t$, and the pair gives $-t(e^{ik_yb/2}+e^{-ik_yb/2})$. The columns are therefore the sites of an alternating chain with
\begin{equation}
t_2=2t\cos(k_yb/2).
\end{equation}
At $k_y=2\pi/3b$ one has $t_2=t$. This uniform chain has its band centre at the Dirac point, the energy at which the two bands of graphene touch. Close to that energy it is the mode that meets the contact at normal incidence; 0.2~eV away its velocity is turned by about $2^\circ$. The probe is a metal line that adds the same $-iG/2$ to every atom of one column, so its self-energy does not mix different $k_y$.

The hopping is a rough value for graphene. The broadening is an assumed value for a strongly coupled metal; a weakly coupled contact has a smaller one. With $4t=10.8$~eV,
\begin{align}
T_{LR}&=\frac{10.8^2}{11.1^2}=0.947,\\
T_{LP}&=\frac{8\times2.7\times0.30}{11.1^2}=0.053,\\
T_{\rm eff}&=\frac{10.8}{11.1}=0.973 .
\end{align}
The probe floats 5~mV above R. With $h/2e^2=12.906$~k$\Omega$, the current of this spin-degenerate mode is $0.973\times10~{\rm mV}/12.906~{\rm k}\Omega=0.754~\mu$A. Of this, $0.7335~\mu$A is direct and $0.0204~\mu$A passes through the probe. The added resistance is $12.906~{\rm k}\Omega\times0.0278$, about $0.36$~k$\Omega$ per mode. For $t$ between 2.5 and 3.1~eV at the same $G$, $T_{\rm eff}$ runs from 0.971 to 0.976 and the added resistance from 0.39 to 0.31~k$\Omega$.

\section*{Part (g): what a real sheet changes}

\textit{Estimate the effect on $T_{\rm eff}$ of doping by 0.2~eV, a temperature of 300~K, a level shift $U=0.3$~eV, oblique incidence and a contact many columns wide.}

\textbf{Answer.} The first four estimates keep $t$, $G$ and the one-column contact fixed.

\textit{Doping.} In the mode $t_2=t$ one has $w\approx2t(1-E^2/8t^2)$. Expanding $T_{\rm eff}=1/(1+G/2w)$ gives
\begin{equation}
\Delta T_{\rm eff}\approx-T_{\rm eff}^2\,\frac{G}{4t}\,\frac{E^2}{8t^2}.
\end{equation}
For $E=0.2$~eV this is $-1.8\times10^{-5}$. A velocity exactly along $x$ requires $t_2=\sqrt{t^2-E^2}$ instead. Then $w=2t_2$, and the change is four times as large, $-7\times10^{-5}$, which is still negligible.

\textit{Temperature.} Absorption from the two sides is equal at each energy, so the midpoint potential remains correct and $T_{\rm eff}(E)$ is averaged with the weight $-df/dE$, $f$ being the Fermi function. This weight gives $\langle E^2\rangle=\pi^2(k_BT)^2/3$. With $k_BT=25.9$~meV the change in the mode $t_2=t$ is $-1\times10^{-6}$. In an undoped sheet at this temperature oblique modes also carry current, and averaging over them lowers $T_{\rm eff}$ by about 0.01.

\textit{Level shift.} Equation~(\ref{general}) with $w=2t=5.4$~eV gives $5.4\times5.55/(5.55^2+0.3^2)=0.970$, a change of $-0.003$.

\textit{Oblique incidence.} Near the Dirac point the energy is proportional to the length of the wave vector measured from that point, and $|t-t_2|$ is proportional to its $y$ component with the same factor. To leading order in $E/t$ the angle of incidence $\theta$ therefore obeys $\sin\theta=|t-t_2|/|E|$, and
\begin{equation}
w=\cos\theta\,\sqrt{(t+t_2)^2-E^2}.
\end{equation}
At $\theta=60^\circ$ and $E=0.2$~eV, $t_2=2.7-0.2\sin60^\circ=2.527$~eV. Then $w=2.61$~eV and $T_{\rm eff}=2.61/2.76=0.946$; the opposite angle, $t_2=2.873$~eV, gives 0.949. With the angle taken from the exact group velocity both give 0.947. The loss $1-T_{\rm eff}$ is about twice that at normal incidence, because the electron crosses the column at about half the speed. As $\theta\to90^\circ$, $T_{\rm eff}\to0$. A doped sheet carries current at all angles, so the band-centre formula describes its best-transmitted modes and not their average.

\textit{Width.} A metal line made by lithography covers many columns, and this changes the number far more than the four numerical estimates above. Take 100 columns joined to one metal at a single potential, and neglect reflection, which is $(0.3/11.1)^2=7\times10^{-4}$ for one column. The direct transmission is then about $0.947^{100}\approx0.004$. Nearly every electron enters the metal, half of the re-emitted ones go forward, and $T_{\rm eff}\approx0.5$ instead of 0.973. This estimate is for normal incidence and $G=0.30$~eV, where a coherent calculation with $-iG/2$ on all 100 columns gives 0.50. Oblique modes are partly reflected by the wide contact: at $60^\circ$ and $E=0.2$~eV the reflection is 0.23 and $T_{\rm eff}=0.39$, and the average over modes is 0.46, or 0.37 if the metal also shifts the levels by $U=0.3$~eV. A weaker contact absorbs less: $G=0.03$~eV gives 0.79 at normal incidence.

Electron interactions, disorder and phonon scattering in the channel are also absent. The value 0.973 thus belongs to a contact one column wide and to normal incidence. It is a property of the model and not a prediction for a fabricated voltage contact.
